Sum Rules for X-ray Magnetic Circular Dichroism: Derivation and Limits, part 1

(Sections cited here and not found follow in the later parts.)

Q. X-ray magnetic circular dichroism is said to measure ground-state moments. I doubt it. The absorption spectrum of a 3d→4f edge is a multiplet of hundreds of lines, and their positions and strengths are set by the final-state Hamiltonian. How can a ground-state quantity be read from that?

A. It is read from the integral over the lines, and the integral does not see the final-state Hamiltonian. I fix the conventions first. Angular momenta are in units of ħ and energies in eV. An electron is lifted by an electric-dipole transition from a full core shell of orbital angular momentum c into a shell of orbital angular momentum l = c ± 1 that holds n electrons and

n_h = 4l + 2 − n

holes. The angular part of the dipole operator is the renormalized spherical harmonic C_q ≡ C¹_q, with C₀ = cos θ and C_±1 = ∓ sin θ e^(±iφ)/√2. The component q = +1 raises the magnetic quantum number along z by one unit. It is the component absorbed from light of positive helicity travelling along +z, and reversing either the helicity or the axis reverses every dichroic sign below. Spherical harmonics carry the Condon–Shortley phase, so all matrix elements that appear are real.

Three assumptions enter at this point. Only the channel c → l is kept. The radial integral is a single number, the same for all final states, both spins and both core levels, and intensities are quoted in units of its square, with the photon-energy prefactor of the cross-section divided out. The integral runs over all final states of the configuration with one core hole and n + 1 valence electrons.

Let a†_u create a valence electron in spin orbital u and b_μ destroy a core electron in spin orbital μ. The dipole operator turns the initial state |g⟩ into

|φ_q⟩ = Σ_(u,μ) (C_q)_(uμ) a†_u b_μ |g⟩

and the line strengths are |⟨f|φ_q⟩|². Summed over a complete set of final states f they give the norm of |φ_q⟩, whichever Hamiltonian produced that set:

I_q = ⟨φ_q|φ_q⟩ = Σ (C_q)*_(vν) (C_q)_(uμ) ⟨g| b†_ν a_v a†_u b_μ |g⟩.

The product a_v a†_u is bilinear in fermion operators and therefore commutes with b†_ν. Because the core of |g⟩ is full, b†_ν b_μ|g⟩ = δ_νμ|g⟩. With a_v a†_u = δ_uv − a†_u a_v this becomes

I_q = Tr A − ⟨Â⟩,  A = C_q C_q†,  Â = Σ_(uv) A_(uv) a†_u a_v.  (1)

Here A is a matrix on the 4l + 2 valence spin orbitals and Â is the sum of that one-electron operator over the valence electrons. The integrated intensity is the value for an empty shell minus a ground-state expectation value, which counts the transitions blocked by the Pauli principle. Equation (1) is linear in |g⟩⟨g|, so it also holds for thermal mixtures.

Q. That is the total over both spin-orbit edges. The spin cannot appear in it, since C_q does not act on spin. How do you treat the two edges separately?

A. Suppose that every final eigenstate has its core hole in a definite level, j₊ = c + ½ or j₋ = c − ½. This is a fourth assumption, it is needed only when the edges are separated, and it requires c ≥ 1. The sum over the final states of one edge then restricts the core index μ to that level, which inserts the one-electron projector P_j between the dipole operators:

I_q^j = Tr A − ⟨Â⟩,  A = C_q P_j C_q†.  (2)

Let ℓ be the orbital angular momentum operator on the core shell. From j² = ℓ² + s² + 2ℓ·s, the operator 2ℓ·s has the eigenvalue c on j₊ and −(c + 1) on j₋. The linear functions of it that equal 1 on one level and 0 on the other are

P₊ = (c + 1 + 2ℓ·s)/(2c + 1),  P₋ = (c − 2ℓ·s)/(2c + 1).

One combination removes ℓ·s and one removes the constant. The first is P₊ + P₋ = 1. In the second, P₋ is multiplied by (c + 1)/c so that the constants c + 1 cancel:

P₊ − ((c + 1)/c) P₋ = 2ℓ·s [1 + (c + 1)/c]/(2c + 1) = 2ℓ·s/c.  (3)

With Δ^j = I_(+1)^j − I_(−1)^j and I = Σ_(q,j) I_q^j, define the two measured ratios

ρ = (Δ⁺ + Δ⁻)/I,  δ = [Δ⁺ − ((c + 1)/c) Δ⁻]/I.

By (2) and (3) three valence operators are needed:

A_iso = Σ_q C_q C_q†,  A_orb = Σ_q q C_q C_q†,  B = (2/c) Σ_q q C_q (ℓ·s) C_q†.

Spin enters through B alone, and it does so because the core spin-orbit coupling ties the spin of the excited electron to the orbital state it came from.

Q. These are just matrices. Why should they be proportional to anything with a physical name?

A. Because of their tensor rank, which recoupling exposes. The two photon indices are coupled first. The adjoint is C_q† = (−1)^q C_(−q), and two Clebsch–Gordan coefficients of 1 ⊗ 1 are

⟨1 q 1 −q|0 0⟩ = (−1)^(1−q)/√3,  ⟨1 q 1 −q|1 0⟩ = q (−1)^(1−q)/√2.

Solving them for (−1)^q and q(−1)^q gives, for any core operator Y,

Σ_q C_q Y C_q† = −√3 Σ_q ⟨1 q 1 −q|0 0⟩ C_q Y C_(−q),  (4a)

Σ_q q C_q Y C_q† = −√2 Σ_q ⟨1 q 1 −q|1 0⟩ C_q Y C_(−q).  (4b)

The isotropic sum is the photon pair coupled to rank x = 0, and circular dichroism is the pair coupled to rank x = 1. Now let Y be a component Y_κ of an orbital tensor of rank y on the core shell, either the unit operator (y = 0) or ℓ (y = 1), and define

O^(xy)r_ρ = Σ ⟨x ξ y κ|r ρ⟩ ⟨1 q 1 q′|x ξ⟩ C_q Y_κ C_q′,  (5)

summed over ξ, κ, q and q′, as an operator that leads from l to c, acts within c, and returns to l. The index ρ on a tensor is a component label and has nothing to do with the ratio ρ. The operator (5) is a tensor of rank r on the valence shell, and within one shell the Wigner–Eckart theorem makes all tensors of the same rank proportional. Rank 0 is the unit operator, rank 1 is l, and rank 2 is C². Only the reduced matrix element R_xyr = ⟨l‖O^(xy)r‖l⟩ remains to be found.

Q. Then find it, with the phases. I have no use for a 9j symbol whose sign is fixed afterwards to suit the answer.

A. I use the Wigner–Eckart theorem in the form

⟨j m|T^k_q|j′ m′⟩ = (−1)^(j−m) (j k j′; −m q m′) ⟨j‖T‖j′⟩

and the relation ⟨j₁ m₁ j₂ m₂|J M⟩ = (−1)^(j₁−j₂+M) √(2J+1) (j₁ j₂ J; m₁ m₂ −M). A 3j symbol acquires the factor (−1)^(sum of the j) on exchange of two columns and on reversal of all m. Every angular momentum in this step is an integer.

The first factor of (5) is ⟨l m|C_q|c μ⟩. Exchanging the outer columns of (l 1 c; −m q μ) costs (−1)^(l+1+c) = +1, since l + c is odd. Conversion to a Clebsch–Gordan coefficient gives (−1)^(c−1+m)/√(2l+1), and the total phase is (−1)^(l−m+c−1+m) = +1. Hence

⟨l m|C_q|c μ⟩ = a ⟨c μ 1 q|l m⟩,  a = ⟨l‖C¹‖c⟩/√(2l+1).

The last factor follows by taking the adjoint and then reversing all projections, which costs (−1)^(c+1−l) = +1:

⟨c μ′|C_q′|l m′⟩ = (−1)^q′ a ⟨c μ′ 1 −q′|l m′⟩ = (−1)^q′ a ⟨c −μ′ 1 q′|l −m′⟩.

For a tensor acting within one shell it is convenient to couple ket and bra to the rank. We have ⟨l m l −m′|r ρ⟩ = (−1)^ρ √(2r+1) (l l r; m −m′ −ρ). Reversing all projections and exchanging the last two columns each cost (−1)^r, so the 3j symbol equals (l r l; −m ρ m′). Since m = m′ + ρ,

⟨l m|T^r_ρ|l m′⟩ = (−1)^(l−m′) ⟨l m l −m′|r ρ⟩ ⟨l‖T‖l⟩/√(2r+1).  (6)

Equation (6) with l → c and r → y gives the middle factor. The explicit phases collected so far are (−1)^q′ (−1)^(c−μ′). Since μ′ = m′ + q′, their product is (−1)^(c−m′) = −(−1)^(l−m′), where the minus sign comes from c − l being odd. Reordering the outer coupling gives ⟨x ξ y κ|r ρ⟩ = (−1)^(x+y−r) ⟨y κ x ξ|r ρ⟩. With μ̄ = −μ′ and m̄ = −m′,

⟨l m|O_ρ|l m′⟩ = −(−1)^(l−m′) (−1)^(x+y−r) a² [⟨c‖Y‖c⟩/√(2y+1)] K(m, m̄),

K(m, m̄) = Σ ⟨c μ 1 q|l m⟩ ⟨c μ̄ 1 q′|l m̄⟩ ⟨c μ c μ̄|y κ⟩ ⟨1 q 1 q′|x ξ⟩ ⟨y κ x ξ|r ρ⟩.

The sum K is the overlap of two states of the four angular momenta c, 1, c, 1. In one, the pairs (c 1) and (c 1) are coupled to |l m⟩ and |l m̄⟩. In the other, (c c) are coupled to y, (1 1) to x, and these to |r ρ⟩. Only the part of |l m⟩|l m̄⟩ with total angular momentum r, ρ contributes, with weight ⟨l m l m̄|r ρ⟩, and the remaining overlap is the recoupling coefficient that defines the 9j symbol:

K = ⟨l m l m̄|r ρ⟩ (2l+1) √((2x+1)(2y+1)) {c 1 l; c 1 l; y x r},

with the rows of the symbol separated by semicolons.

A selection rule follows from K itself. Exchange m with m̄ and rename the summation indices (μ, q) ↔ (μ̄, q′). The third and fourth coefficients acquire (−1)^y and (−1)^x, so K(m̄, m) = (−1)^(x+y) K(m, m̄). The factorized form gives K(m̄, m) = (−1)^r K(m, m̄). The two statements agree only if K vanishes for odd x + y + r. For even x + y + r the phase (−1)^(x+y−r) is +1. Comparison with (6), using a²(2l+1) = ⟨l‖C¹‖c⟩², gives

R_xyr = −√((2x+1)(2r+1)) ⟨l‖C¹‖c⟩² ⟨c‖Y‖c⟩ {c 1 l; c 1 l; y x r}.  (7)

The overall minus sign has been traced to the odd parity change of the transition. The numerical check builds the ρ = 0 component of (5) from matrix elements obtained by quadrature and asserts agreement with (7), sign included, for the pairs (l, c) = (2,1), (3,2), (4,3), (1,2), (2,3) and (3,4).

Q. You still need ⟨l‖C¹‖c⟩², and you need values of 9j symbols for general l. Where do they come from?

A. Both come from the one-electron transition weights w_q(m) = |⟨l m|C_q|c, m − q⟩|², which have simple closed forms. The starting point is the three-term recurrence of the normalized associated Legendre functions, which states that

⟨k+1, μ|cos θ|k, μ⟩ = √{[(k+1)² − μ²]/[(2k+1)(2k+3)]}.

It supplies w₀. The commutator [l₊, C₀] = √2 C₊₁ supplies w₊:

√2 ⟨l m|C₊₁|c, m−1⟩ = √((l+m)(l−m+1)) ⟨l, m−1|C₀|c, m−1⟩ − √((c−m+1)(c+m)) ⟨l m|C₀|c m⟩.

For c = l − 1 set d = (2l−1)(2l+1). The first term is (l−m+1) √((l+m)(l+m−1)/d), the second is (l−m) times the same root, and the difference is the root itself. For c = l + 1 set d′ = (2l+1)(2l+3). The first term is (l+m) √((l−m+1)(l−m+2)/d′), the second is (l+m+1) times the same root, and the difference is minus the root. Complex conjugation of the spherical harmonics gives w₋(m) = w₊(−m). Therefore

c = l − 1:  w_± = (l±m)(l±m−1)/(2d),  w₀ = (l² − m²)/d,

c = l + 1:  w_± = (l∓m+1)(l∓m+2)/(2d′),  w₀ = ((l+1)² − m²)/d′.

Expanding the products gives the sums and differences that are used from here on:

c = l − 1:  w₊ + w₋ = (l² − l + m²)/d,  w₊ − w₋ = m(2l−1)/d = m/(2l+1),

c = l + 1:  w₊ + w₋ = ((l+1)(l+2) + m²)/d′,  w₊ − w₋ = −m(2l+3)/d′ = −m/(2l+1).

Adding w₀ cancels m². For c = l − 1 the total is (2l² − l)/d = l/(2l+1). For c = l + 1 it is (l+1)(2l+3)/d′ = (l+1)/(2l+1). With l_> = max(l, c),

Σ_q w_q(m) = N = l_>/(2l+1).

The same sum equals a² Σ_q ⟨c, m−q, 1 q|l m⟩² = a², because the Clebsch–Gordan coefficients of a normalized state square to one. Thus ⟨l‖C¹‖c⟩² = l_>.

Q. Let me see the orbital rule come out.

A. The operator A_iso has x = y = r = 0. It is a scalar, so it is a multiple of the unit operator, and the multiple is its diagonal element N. Its trace over 2(2l+1) spin orbitals is N(4l+2) and its many-electron expectation value is N n. By (1),

I = N (4l + 2 − n) = N n_h.

The operator A_orb has x = 1 and y = 0, so r = 1 is the only rank allowed, and x + y + r = 2 is even. By (4b) A_orb = −√2 O^(10)1₀. With ⟨l‖l‖l⟩ = √(l(l+1)(2l+1)),

A_orb = N α l_z,  N α = −√2 R₁₀₁/√(l(l+1)(2l+1)).

The diagonal element of A_orb is w₊ − w₋, so Nαm = ± m/(2l+1), which gives α = 1/l for c = l − 1 and α = −1/(l+1) for c = l + 1. Both cases are contained in

α = [l(l+1) + 2 − c(c+1)]/[2l(l+1)],

valid for l ≥ 1, since the numerator is 2l + 2 for c(c+1) = l² − l and −2l for c(c+1) = l² + 3l + 2. The trace of l_z vanishes, so (1) leaves Δ⁺ + Δ⁻ = −Nα⟨Lz⟩ and

ρ = −α ⟨Lz⟩/n_h.  (8)

The minus sign has a direct meaning. Light with q = +1 and c = l − 1 is absorbed most strongly into empty orbitals of large positive m, and the holes carry the orbital momentum −⟨Lz⟩.

For d → f the 9j route gives the same number. The symbol {2 1 3; 2 1 3; 0 1 1} equals √210/315 and ⟨2‖1‖2⟩ = √5, so R₁₀₁ = −3 · 3 · √5 · √210/315 = −0.92582. With N = 3/7 = 0.42857,

α = √2 · 0.92582/(√84 · 0.42857) = 0.33333.

Only P₊ + P₋ = 1 was used. The orbital rule therefore holds for any final-state Hamiltonian within the configuration, including one that mixes the two edges completely, as long as all intensity is integrated.

Q. Now the spin rule. I expect ⟨Sz⟩. Is that what B gives?

A. It gives ⟨Sz⟩ and a second operator, whose contribution vanishes in some states and exceeds that of ⟨Sz⟩ in others. Write the scalar product in spherical components, ℓ·s = Σ_κ (−1)^κ ℓ_κ s_(−κ). The spin operator passes through C_q untouched, so by (4b)

B = −(2√2/c) Σ_κ (−1)^κ s_(−κ) Σ_q ⟨1 q 1 −q|1 0⟩ C_q ℓ_κ C_(−q).

The inner sum is an uncoupled product of the photon tensor (rank 1, component 0) and the core tensor (rank 1, component κ). Completeness of the Clebsch–Gordan coefficients inverts (5) and expresses it as Σ_r ⟨1 0 1 κ|r κ⟩ O^(11)r_κ with r = 0, 1, 2. The term r = 1 has x + y + r = 3 and vanishes by the selection rule. With real coupling coefficients that term would have been a real multiple of i(l × s)_z, which is anti-Hermitian, whereas B is Hermitian. A real multiple of the Hermitian operator (l × s)_z is excluded as well, by time reversal, under which circular dichroism is odd and l × s is even.

For r = 0 only κ = 0 occurs, with ⟨1 0 1 0|0 0⟩ = −1/√3. Equation (6) with (−1)^(l−m) ⟨l m l −m|0 0⟩ = 1/√(2l+1) gives O⁰ = R₁₁₀/√(2l+1). This term of B is

+(2√2/(c√3)) R₁₁₀ s_z/√(2l+1).

For r = 2 the coefficients are ⟨1 0 1 0|2 0⟩ = √(2/3) and ⟨1 0 1 ±1|2 ±1⟩ = 1/√2. They can be compared with ⟨2 0 1 0|1 0⟩ = −√(2/5) and ⟨2 ±1 1 ∓1|1 0⟩ = √(3/10). For each of the three values of κ,

(−1)^κ ⟨1 0 1 κ|2 κ⟩ = −√(5/3) ⟨2 κ 1 −κ|1 0⟩,

because √(5/3 · 2/5) = √(2/3) and √(5/3 · 3/10) = 1/√2. The r = 2 term of B is therefore +(2√2/c) √(5/3) [O² ⊗ s]¹₀, the orbital quadrupole coupled with the spin to a vector, with O² = (R₁₁₂/⟨l‖C²‖l⟩) C².

That vector is the magnetic-dipole operator. For one electron

t = s − 3 r̂ (r̂·s),  t_i = −3 Σ_k (r̂_i r̂_k − δ_ik/3) s_k,

and T = Σ t over the valence electrons. The bracket is the traceless symmetric rank-2 tensor, and there is only one way to couple rank 2 and rank 1 to rank 1, so t = η [C² ⊗ s]¹ for some constant η. The terms in s_z fix it. On the left the term is (1 − 3cos²θ) s_z = −2 C²₀ s_z, and on the right it is −η √(2/5) C²₀ s_z, so η = 2√(5/2) = √10. Using √2 · √(5/3)/√10 = 1/√3,

B = N (β s_z + γ t_z),

N β = 2√2 R₁₁₀/(c √(3(2l+1))),  N γ = 2 R₁₁₂/(√3 c ⟨l‖C²‖l⟩).

B is linear in the spin and has no trace, so (2) gives

δ = −(β ⟨Sz⟩ + γ ⟨Tz⟩)/n_h.  (9)

The integrated dichroism of both edges gives ⟨Lz⟩, and a weighted difference of the edges gives a combination of ⟨Sz⟩ and ⟨Tz⟩, whatever the final-state Hamiltonian, provided that in the second case the edges do not mix. It remains to find the constants β and γ for general l, to calculate ⟨Tz⟩ independently, and to test the assumption of unmixed edges.
